Moment closure for interstitial clusters in transient enhanced diffusion

**What scaling allows**

Let f_n be the concentration of clusters containing n self-interstitials, n = 2, 3, …, N, and define the moments

m_k = Σ_{n≥2} n^k f_n.

Since n is a pure number, every m_k is a concentration. Suppose the size distribution is to be reconstructed from m0, m1 and m2 alone, by a rule with no concentration scale of its own. If every cluster population is multiplied by the same factor, every moment is too, and the reconstructed f_n must follow. The rule must therefore have the form

f_n = m0 P_n(m1/m0, m2/m0), Σ_n P_n = 1.

With two moments, the shape P_n depends on one number, the mean size m1/m0. With three, it depends on the mean and the variance. Scaling does not supply the shape. That is a physical assumption, and its error has to be measured.

The setting is an anneal after ion implantation. Excess interstitials are stored in clusters, which release them slowly. The free interstitials, of concentration c, speed up the diffusion of dopants that move with their help until the clusters have dissolved. The layer is taken as uniform, clusters are immobile, and they gain or lose one interstitial at a time. Cluster–cluster reactions, strain, dopant trapping and spatial gradients are left out.

**Three cluster sizes by hand**

Let the largest cluster have N = 4. Write I_n for the net rate per volume at which clusters of size n become size n+1, with I_1 the net formation of pairs. Then

df_2/dt = I_1 − I_2
df_3/dt = I_2 − I_3
df_4/dt = I_3.

Adding the three lines gives dm0/dt = I_1: the number of clusters changes only when a pair forms or breaks. Weighting the lines by 2, 3 and 4 gives

dm1/dt = 2(I_1 − I_2) + 3(I_2 − I_3) + 4I_3 = 2I_1 + I_2 + I_3.

Each growth step adds one interstitial to the clustered content, except pair formation, which adds two. Weighting by 4, 9 and 16 gives

dm2/dt = 4(I_1 − I_2) + 9(I_2 − I_3) + 16I_3 = 4I_1 + 5I_2 + 7I_3.

These equations are exact, but their right-hand sides contain the individual f_n. The breakup of pairs, for example, is proportional to f_2. Compare two populations, with u a concentration:

A: (f_2, f_3, f_4) = (u, 0, u)
B: (f_2, f_3, f_4) = (0, 2u, 0).

Both have m0 = 2u and m1 = 6u. Yet A is losing pairs and B has none to lose. No function of m0 and m1 can give the right f_2 for both.

The second moment separates them: m2 = 4u + 16u = 20u for A and 2·9u = 18u for B. The polynomial (n−3)(n−4) vanishes at n = 3 and 4 and equals 2 at n = 2, so

f_2 = ½ Σ_n (n² − 7n + 12) f_n = (m2 − 7m1 + 12m0)/2.

This gives u for A and zero for B. Three moments fix three populations, so the description is then exact but saves nothing. A reduction begins when there are fewer moments than sizes, and an assumed shape replaces the missing information.

**The rates**

For n ≥ 2, a cluster of capture radius r0 n^(1/3) absorbs free interstitials at the diffusion-limited rate 4πD r0 n^(1/3) c, where D is the interstitial diffusivity. Define

g_n = 4πD r0 n^(1/3).

For pair formation both partners move, so their relative diffusivity is 2D. The number of distinct pairs per volume squared is c²/2. The two factors cancel, and the forward rate is 4πD r0 c² = g_1c². With the convention f_1 = c, one formula covers all sizes:

I_n = g_n(c f_n − c*_{n+1} f_{n+1}).

The second term is emission. Its coefficient follows from detailed balance. In dilute equilibrium take f_n = C_s exp(−G_n/k_BT), with C_s the site density and G_n the formation free energy, orientation factors being set to one. Requiring I_n = 0 gives

c*_{n+1} = c f_n/f_{n+1} = C_s exp[−(G_1 + G_n − G_{n+1})/k_BT].

The bracket G_1 + G_n − G_{n+1} is the binding energy E_b(n+1) of the last interstitial. The model used here is

E_b(n) = E_inf − A[n^(2/3) − (n−1)^(2/3)].

The A term is the increase in surface energy when the nth interstitial is added. It falls with n, so small clusters hold their interstitials less tightly and have the larger c*_n. This smooth formula describes compact clusters. It leaves out specially stable sizes and changes of cluster shape, which a model of a particular semiconductor may need.

Free interstitials are also lost to a surface at rate k_s(c − c_eq), where c_eq is the equilibrium concentration. Hence

dc/dt = −2I_1 − Σ_{n≥2} I_n − k_s(c − c_eq).

**The moment equations in general**

For n ≥ 2, df_n/dt = I_{n−1} − I_n, with I_N = 0 because no larger cluster is kept. Then

dm_k/dt = Σ_{n=2}^{N} n^k I_{n−1} − Σ_{n=2}^{N−1} n^k I_n.

In the first sum put n = n'+1. It becomes Σ_{n'=1}^{N−1} (n'+1)^k I_{n'}. Its n' = 1 term is 2^k I_1, and the rest combines with the second sum:

dm_k/dt = 2^k I_1 + Σ_{n=2}^{N−1} [(n+1)^k − n^k] I_n.

For k = 0, 1, 2 the factors in the sum are 0, 1 and 2n+1, as in the hand calculation. This identity was tested against the master equation for a random population.

**Choosing the shape**

Let j = n − 2 ≥ 0, with mean μ = m1/m0 − 2 and variance v = m2/m0 − (m1/m0)². A flexible shape with these two parameters is the negative binomial distribution

P_j = [Γ(j+r)/(Γ(r) j!)] (1−q)^r q^j, q = μ/(r+μ).

The binomial series gives its generating function,

G(z) = Σ_j P_j z^j = (1−q)^r (1−qz)^(−r).

Since q/(1−q) = μ/r, the derivatives at z = 1 are

G'(1) = r q/(1−q) = μ
G''(1) = r(r+1)[q/(1−q)]² = μ²(1 + 1/r).

The variance is G'' + G' − G'² = μ + μ²/r, so

r = μ²/(v − μ).

The unknowns are now c, m0, m1 and m2. Fixing r = 1 removes m2 and leaves three unknowns. The shape is then geometric, P_j = (1−q)q^j, and since 1 − q = 1/(1+μ),

f_2 = m0/(1+μ).

The reconstructed f_n are inserted into the exact moment equations. By the scaling argument, at a fixed temperature each rate-weighted sum divided by m0 depends only on μ, or on μ and r, and can be tabulated in advance. If the temperature changes during the anneal, the table for emission needs it as a further variable.

The shape has limits. A positive r requires v > μ. Population A has μ = 1 and v = 1, and B has μ = 1 and v = 0, so neither qualifies. A narrow distribution around a size well above two, for which v < μ, is likewise excluded. Moreover, the ratio P_{j+1}/P_j = q(j+r)/(j+1) is monotonic in j and crosses one at most once, so a distribution with two separate peaks cannot be represented.

**A case in which the geometric closure is exact**

Suppose clusters grow at rate b(j+1) and shrink at rate dj, with no formation or breakup of pairs. Then

dP_j/dt = bjP_{j−1} + d(j+1)P_{j+1} − [b(j+1) + dj]P_j.

Insert P_j = (1−q)q^j, for which P_{j−1} = P_j/q and P_{j+1} = qP_j. Dividing by P_j gives

bj/q + d(j+1)q − b(j+1) − dj = j(b/q + dq − b − d) + dq − b
= j(b − dq)(1−q)/q − (b − dq).

If the shape remains geometric, the same quantity must equal

d ln P_j/dt = (dq/dt)[j/q − 1/(1−q)].

Both the part proportional to j and the constant part give dq/dt = (b − dq)(1−q), so one changing parameter satisfies the equations for all j. Since μ = q/(1−q), dμ/dq = 1/(1−q)², and

dμ/dt = (b − dq)/(1−q) = b(μ+1) − dμ.

A direct matrix solution with constant b and d agreed with this result to 4×10⁻¹⁵ in each probability. The physical rates break these conditions: capture grows as n^(1/3), not linearly, emission is not proportional to j either, and pairs can form and break up.

A second limit concerns the end of dissolution. If only pairs remain and c is negligible, then f_2 = m0 and, with a = g_1c*_2, dm0/dt = −am0 and dm1/dt = −2am0. Hence

d(m1/m0)/dt = [−2am0 − 2(−am0)]/m0 = 0.

The mean stays at two, so the geometric closure does not push it below the smallest possible size.

**Measuring the closure error**

Let f be the complete solution and Mf its reduced variables, (c, m0, m1) for the geometric closure. Let the closed model be dy/dt = F(y). Define the defect as the closed rate evaluated at the true moments, minus the true rate:

δ = F(Mf) − d(Mf)/dt.

The error e = y − Mf then obeys

de/dt = F(y) − d(Mf)/dt = [F(y) − F(Mf)] + δ.

The defect is the error being made now. The bracket is the response to error already accumulated, which may amplify or oppose it. If e starts at zero and δ vanishes, e stays at zero.

To check that δ accounts for the error, switch it on with a strength σ:

dy/dt = F(y) − (1−σ)δ, so that de/dt = [F(y) − F(Mf)] + σδ.

At σ = 0 the exact moments must return. At small σ the bracket is linear in e, so the error must be proportional to σ. At σ = 1 the ordinary closure is recovered.

**A worked anneal**

The parameters are round values for a model semiconductor at 1100 K: D = 10⁶ nm²/s, r0 = 0.25 nm, C_s = 50 nm⁻³, E_inf = 2.0 eV, A = 0.2 eV and k_s = 400 s⁻¹. With these values, treating the layer as uniform requires a thickness well below (D/k_s)^(1/2) = 50 nm. In a thicker layer the free concentration falls noticeably towards the surface, and spatial gradients must be included. The formation energy of a free interstitial is 2.4 eV. With k_BT = 0.09479 eV,

c_eq = 50 exp(−2.4/0.09479) = 5.05×10⁻¹⁰ nm⁻³.

For pairs, E_b(2) = 2.0 − 0.2(2^(2/3) − 1) = 1.883 eV, which gives c*_2 = 1.19×10⁻⁷ nm⁻³. For n = 10 the value falls to 6.67×10⁻⁸ nm⁻³.

The clusters start with a geometric distribution, content m1 = 10⁻³ nm⁻³ (10¹⁸ cm⁻³) and mean size 10, so m0 = 10⁻⁴ nm⁻³. The closure error is thus zero at the start. The free concentration starts at c_eq. The complete system has 400 unknowns.

Half the clustered content has gone after 35.3 s. The models then give:

complete: m0 = 4.30×10⁻⁵ nm⁻³, mean 11.6, c/c_eq = 57.5
geometric: m0 = 3.35×10⁻⁵ nm⁻³, mean 15.7, c/c_eq = 50.0
negative binomial: m0 = 4.30×10⁻⁵ nm⁻³, mean 11.7, c/c_eq = 57.3.

The geometric closure has 22 percent too few clusters. Its content is better: 3.35×10⁻⁵ × 15.7 = 5.26×10⁻⁴ nm⁻³, about 5 percent above the true 5.00×10⁻⁴ nm⁻³.

The pair population shows where the number error enters. At the true mean size the geometric formula gives f_2/m0 = 1/(1 + 9.636) = 0.0940, whereas the complete distribution has 0.0605. With g_1 = 4π × 10⁶ × 0.25 = 3.14×10⁶ nm³/s, the true breakup rate is

g_1c*_2f_2 = 0.373 × 0.0605 × 4.30×10⁻⁵ = 9.7×10⁻⁷ nm⁻³/s.

Pair formation, g_1c² with c = 2.90×10⁻⁸ nm⁻³, is 2.6×10⁻⁹ nm⁻³/s, about 0.3 percent of this. The number loss is therefore nearly proportional to f_2. The geometric shape, given the true moments, makes it 56 percent too fast, while its content loss is only 5 percent too fast. The negative binomial reduces these defects to 10 and 0.9 percent.

Its near-perfect cluster number at 35.3 s should not be read as its general accuracy. At 17.6 s it was 2.0 percent low, and its largest error up to the half-content time is 2.2 percent. Later in the dissolution the error changes sign and becomes somewhat larger than this. Half the summed absolute difference between the normalized distributions is 0.019 at 35.3 s, against 0.133 for the geometric closure. Along this solution v/μ − 1 stayed above 6.6 at the computed steps, so the condition v > μ was met comfortably.

These differences are not numerical noise. A second complete calculation, with 300 sizes and a looser tolerance, changed the cluster number by at most 0.00014 percent up to the half-content time.

All errors in this paragraph are maxima up to the half-content time; the geometric number error later grows further and eventually changes sign. Switching on the geometric defect gives largest relative number errors of 0.0001, 1.98 and 4.01 percent at σ = 0, 0.1 and 0.2. Doubling σ doubles the error to within about 1 percent. Linear extrapolation to σ = 1 predicts 19.8 percent, while the full closure gives 22.0 percent. The difference is the nonlinear response to accumulated error.

**Supersaturation and dopant diffusion**

The free concentration adjusts quickly compared with the clusters. Setting dc/dt = 0, collecting the terms proportional to c, and dropping the pair-formation term 2g_1c² gives

c ≈ [k_sc_eq + 2g_1c*_2f_2 + Σ_{n=3}^{N} g_{n−1}c*_nf_n] / [k_s + Σ_{n=2}^{N−1} g_nf_n].

The numerator is total supply and the denominator total sink strength. At 35.3 s the formula agrees with the complete solution to 0.03 percent. The dropped term would add 2g_1c = 0.18 s⁻¹ to a denominator exceeding 400 s⁻¹, so omitting it is justified here. It would not be justified during rapid nucleation from a large free population.

Adding the equations for c and m1 cancels every I_n:

d(c + m1)/dt = −k_s(c − c_eq).

This holds for any closure, because the same reconstructed fluxes enter both equations. At constant temperature k_s and c_eq are constants, and dividing by k_sc_eq and integrating gives the excess exposure

X = ∫(c/c_eq − 1)dt = [loss of c + m1]/(k_sc_eq).

For a dilute dopant moving only through interstitials, with diffusivity proportional to c, the extra integrated diffusivity is its equilibrium diffusivity times X. When 5 percent of the clustered content remains, the free part of the balance is negligible and

X ≈ 0.95×10⁻³/(400 × 5.05×10⁻¹⁰) ≈ 4.70×10³ s.

Integrating c/c_eq − 1 over time gives 4705 s for all three models. They reach this exposure at different times:

complete: 104.7 s
geometric: 138.2 s
negative binomial: 104.0 s.

The geometric closure is 32 percent late, and the negative binomial 0.7 percent early. In an isothermal anneal, agreement in the final amount of enhanced diffusion therefore says little about a closure, since the balance enforces it. If the temperature changes, each interstitial lost is weighted by the dopant's equilibrium diffusivity divided by k_sc_eq at that moment. Unless this ratio is independent of temperature, the final amount then depends on when the closure releases the interstitials. Stopping the anneal at a fixed time before dissolution is complete is the more searching comparison. In this example the third moment is worth its one extra unknown. Other initial distributions, and nucleation in particular, need their own measurement of δ. The values quoted are in the numerical output below or follow from it and the stated parameters.

Table of computed values

```
Temperature: 1100 K; kT: 0.09479 eV
Diffusivity: 1.0e+06 nm^2/s
Capture radius r0: 0.25 nm
Site density: 50 nm^-3
Formation energy: 2.40 eV
Binding limit: 2.00 eV
Capillary energy A: 0.20 eV
Surface loss rate: 400 s^-1
Initial clustered content: 1.00e-03 nm^-3
Initial mean size: 10.0 interstitials
Equilibrium c: 5.048e-10 nm^-3
c* for sizes 2, 10, 400: 1.186e-07, 6.672e-08, 4.156e-08 nm^-3
Unknowns, full/geometric/neg-binomial: 400/3/4
Linear-rate test, max probability error: 4.3e-15
Full half-content time: 35.297 s
Full numerical number error: 0.00014 %
Quasi-steady / full c at half: 1.00025
t=8.824 s, full: m0=7.7397e-05 nm^-3, mean=11.036, c/c_eq=77.720
  geometric: m0=7.1875e-05 nm^-3, mean=11.873, c/c_eq=76.793, distance=0.0643
  neg-binomial: m0=7.5871e-05 nm^-3, mean=11.258, c/c_eq=77.125, distance=0.0239
t=17.649 s, full: m0=6.3310e-05 nm^-3, mean=11.438, c/c_eq=70.431
  geometric: m0=5.4244e-05 nm^-3, mean=13.423, c/c_eq=66.200, distance=0.0912
  neg-binomial: m0=6.2037e-05 nm^-3, mean=11.697, c/c_eq=69.537, distance=0.0253
t=35.297 s, full: m0=4.2971e-05 nm^-3, mean=11.636, c/c_eq=57.482
  geometric: m0=3.3507e-05 nm^-3, mean=15.703, c/c_eq=50.018, distance=0.1329
  neg-binomial: m0=4.2960e-05 nm^-3, mean=11.722, c/c_eq=57.298, distance=0.0194
geometric max number error to half: 22.025 %
neg-binomial max number error to half: 2.188 %
neg-binomial min(v/mu - 1): 6.678
Full rates at half, m0 and m1: -9.6546e-07, -1.1404e-05 nm^-3/s
Full f_2/m0 at half: 0.06048
geometric from full moments: f_2/m0=0.09402
  m0 and m1 rates: -1.5024e-06, -1.1974e-05 nm^-3/s
neg-binomial from full moments: f_2/m0=0.06671
  m0 and m1 rates: -1.0652e-06, -1.1507e-05 nm^-3/s
Defect strength 0.0: number error 0.0001 %
Defect strength 0.1: number error 1.9824 %
Defect strength 0.2: number error 4.0099 %
Linear forecast at strength 1: 19.824 %
full times to 50, 10, 5 % content: 35.297, 88.262, 104.743 s
  Excess exposure to 5 % content: 4705.13 s
geometric times to 50, 10, 5 % content: 37.999, 112.102, 138.196 s
  Excess exposure to 5 % content: 4705.14 s
neg-binomial times to 50, 10, 5 % content: 35.611, 88.046, 104.000 s
  Excess exposure to 5 % content: 4705.12 s
```
